\section*{Asymmetric Langmuir front in a long circular hole under Knudsen diffusion}

Suppose that a precursor pulse too short to coat a deep hole leaves a coverage front part of the way down, and that the sticking probability is to be read from the width of this front. If both flanks are taken to be exponentials, they give contradictory answers. In the diffusion model, the flank facing the bottom yields one decay length. The flank facing the mouth, read more than about 0.8 of that length behind the front, yields a shorter one, and shorter still the closer to the mouth it is read. Since the inferred sticking probability varies as the inverse square of the length, the mouth side overestimates it ninefold at three decay lengths behind the front. The error lies in the assumed symmetry: in the diffusion model the coverage ahead of the front falls exponentially, while the vacancies behind it fall as a Gaussian, and one length governs both.

Take a straight circular hole of diameter $d$ along $x>0$, with its mouth at $x=0$. The gas is so dilute that molecules collide with the wall and not with each other. Let $I(x,t)$ be the number of molecules striking unit wall area per unit time, and $\theta(x,t)$ the fraction of occupied sites. A striking molecule stays for good with probability $s(1-\theta)$; otherwise it leaves with the cosine distribution, without memory of its arrival. The wall is bare at $t=0$, and the time molecules spend in flight is neglected, so the gas is in a steady state with the momentary coverage.

The transport follows from the axial distance $z$ between two wall hits. Let $\chi$ be the angle between the flight and the hole axis, and $\psi$ the angle, in the cross-section, between the projected flight and the inward normal. The direction cosine along the normal is $\sin\chi\cos\psi$, so the cosine law gives the probability
\begin{equation}
\frac1\pi\,\sin^2\!\chi\,\cos\psi\,d\chi\,d\psi,\qquad 0<\chi<\pi,\quad |\psi|<\frac{\pi}{2}.
\end{equation}
The projected chord has length $d\cos\psi$, hence $z=d\cos\psi\cot\chi$. Its mean vanishes by symmetry, and its variance is
\begin{equation}
\langle z^2\rangle=\frac{d^2}{\pi}\int_{-\pi/2}^{\pi/2}\!\cos^3\psi\,d\psi\int_0^\pi\!\cos^2\chi\,d\chi
=\frac{d^2}{\pi}\cdot\frac43\cdot\frac\pi2=\frac{2d^2}{3}.
\end{equation}

Let $K(z)$ be the probability density of these hops. The wall flux consists of molecules re-emitted elsewhere and molecules entering through the mouth:
\begin{equation}
I(x)=\int_0^\infty K(x-x')\,J(x')\,dx'+I_0E(x),\qquad J=[1-s(1-\theta)]I.
\label{hop}
\end{equation}
Here $I_0$ is the constant wall flux belonging to the isotropic gas outside. Such a gas enters just as if the tube continued to $x<0$ with every wall element emitting $I_0$, so $E(x)=\int_x^\infty K(z)\,dz$.

Away from the mouth, let $J$ vary slowly over a hop. Expanding it to second order turns the integral into $J+\tfrac12\langle z^2\rangle J''$, where primes denote $x$ derivatives. Since $I-J=s(1-\theta)I$, this gives $s(1-\theta)I=(d^2/3)J''$. For $s\ll1$, $J''$ may be replaced by $I''$: near the front the relative error is of order $s$, and far behind it, where the relative error grows, $I''$ itself is negligible. Therefore
\begin{equation}
I''=\frac{1-\theta}{\ell^2}\,I,\qquad \ell=\frac{d}{\sqrt{3s}}.
\label{diff}
\end{equation}
This is Knudsen diffusion. With gas density $n=4I/\bar v$ and mean speed $\bar v$, the wall removes $4s(1-\theta)I/d$ molecules per unit volume and time; equating this to $Dn''$ reproduces (\ref{diff}) for $D=d\bar v/3$. The expansion needs $\ell\gg d$, which is again $s\ll1$.

With $N_0$ sites per unit area, Langmuir kinetics read $N_0\,\partial_t\theta=s(1-\theta)I$. Define
\begin{equation}
\varphi=-\ln(1-\theta),\qquad
\partial_t\varphi=\frac{\partial_t\theta}{1-\theta}=\frac{sI}{N_0}.
\end{equation}
Thus $\varphi$ is the dose received by the wall at $x$, in units of $N_0/s$. Multiplying (\ref{diff}) by $s/N_0$ gives
\begin{equation}
\ell^2\,\partial_t\varphi''=(1-\theta)\,\partial_t\varphi=\partial_t\theta .
\end{equation}
Both sides are time derivatives, and both $\varphi$ and $\theta$ start from zero. Integration leaves an equation without time,
\begin{equation}
\ell^2\varphi''=\theta=1-e^{-\varphi},\qquad \varphi(0,t)=\tau=\frac{sI_0t}{N_0}.
\label{ode}
\end{equation}
The mouth condition sets $I(0)=I_0$, which is part of the diffusion approximation.

Let the hole be endless. Multiplying (\ref{ode}) by $\varphi'$ and integrating gives $\tfrac12\ell^2\varphi'^2=\varphi+e^{-\varphi}+C$. Far ahead $\varphi$ and $\varphi'$ vanish, so $C=-1$. Since $\varphi$ decreases with depth, the negative root applies:
\begin{equation}
\ell\varphi'=-g(\varphi),\qquad g(\varphi)=\sqrt{2\left(\varphi-1+e^{-\varphi}\right)}.
\label{first}
\end{equation}
The depth at which a chosen value $\varphi<\tau$ is found is then
\begin{equation}
x=\ell\int_\varphi^\tau\frac{dp}{g(p)},\qquad
\left.\frac{dx}{dt}\right|_\varphi=\frac{\ell}{g(\tau)}\frac{d\tau}{dt}.
\end{equation}
The speed does not depend on $\varphi$. Every coverage level present in the hole moves at the same speed, so the profile translates without changing shape, however small the dose. The flux follows from $\partial_t\varphi=-\varphi'\,(dx/dt)_\varphi$ as $I/I_0=g(\varphi)/g(\tau)$. Integrating (\ref{ode}) over the hole gives the covered length
\begin{equation}
\int_0^\infty\theta\,dx=-\ell^2\varphi'(0)=\ell\,g(\tau).
\label{area}
\end{equation}

Ahead of the front $\varphi$ is small. Expanding the exponential in $g$ to third order,
\begin{equation}
g^2=\varphi^2-\frac{\varphi^3}{3}+\dots,\qquad g=\varphi\left(1-\frac{\varphi}{6}+\dots\right),
\end{equation}
so that $\ell\varphi'\simeq-\varphi$. Both $\varphi$ and $\theta\simeq\varphi$ decay as $e^{-x/\ell}$. Physically, the gas meets a nearly bare wall with constant sticking probability, and $\ell$ is how far it diffuses before being captured. For $\tau\ll1$ the whole hole is in this regime and $\theta\simeq\tau e^{-x/\ell}$; there is then no saturated side.

Behind the front $e^{-\varphi}$ is negligible and $g\simeq\sqrt{2(\varphi-1)}$. Then
\begin{equation}
\ell\frac{d}{dx}\sqrt{2(\varphi-1)}=\frac{\ell\varphi'}{\sqrt{2(\varphi-1)}}\simeq-1,
\qquad \sqrt{2(\varphi-1)}\simeq\frac{X-x}{\ell}\equiv z .
\end{equation}
From here on $z$ denotes this scaled distance behind the plane $X$, which enters as the constant of integration. Solving for the vacancy fraction,
\begin{equation}
1-\theta=e^{-\varphi}\simeq e^{-1}\exp\left[-\frac{(X-x)^2}{2\ell^2}\right].
\label{gauss}
\end{equation}
The standard deviation of the Gaussian is the decay length of the other flank. Its origin is the linear flux profile over the saturated wall: there $I$ grows in proportion to the distance from $X$, the accumulated dose grows as the square, and a site survives with a probability exponential in the dose. The local logarithmic slope of the vacancies is $g/\ell\simeq z/\ell$. An exponential fitted there has length $\ell/z$ and hence implies a sticking probability $z^2s$, which is the ninefold error at $z=3$.

The accuracy of (\ref{gauss}) can be bounded. Continue the translating profile to arbitrarily large $\varphi$, and write $\varphi=1+z^2/2-\delta(z)$, where $X$ is fixed by $\delta\to0$ as $z\to\infty$. Equation (\ref{ode}) becomes $\delta_{zz}=e^{-\varphi}$, and two integrations from infinity give
\begin{equation}
\delta_z=-\int_z^\infty e^{-\varphi(y)}dy,\qquad
\delta=\int_z^\infty(y-z)\,e^{-\varphi(y)}dy>0 .
\end{equation}
Hence $\varphi_z=z-\delta_z\ge z$. Since $\varphi_{zz}=\theta\ge0$, the curve lies above its tangent, so for $z>0$ and $y\ge z$ one has $\varphi(y)\ge\varphi(z)+z(y-z)$, and
\begin{equation}
0<\delta\le e^{-\varphi(z)}\int_0^\infty r\,e^{-zr}dr=\frac{1-\theta}{z^2}.
\end{equation}
The true vacancy is the Gaussian times $e^{\delta}$. The relative error therefore vanishes behind the front at least as fast as the vacancy fraction itself.

Setting $\varphi=\tau$ at the mouth locates the plane. Up to exponentially small terms at large dose,
\begin{equation}
X=\ell\sqrt{2(\tau-1)},\qquad
X^2=\frac{2d^2I_0t}{3N_0}-\frac{2d^2}{3s}.
\label{X}
\end{equation}
To the same accuracy $X$ equals the covered length (\ref{area}), so it is the position of a sharp front holding the same number of molecules. The leading term of $X^2$ contains no $s$: penetration is set by supply through the saturated part, while the sticking probability sets the width.

The amplitude on the exponential side, $\theta\to Ae^{-(x-X)/\ell}$, requires the whole profile, because $X$ is defined from behind. Integrating (\ref{first}) between the two asymptotic regions gives
\begin{equation}
\ln A=\lim_{\epsilon\to0,\;M\to\infty}\left[\ln\epsilon+\int_\epsilon^M\frac{dp}{g(p)}-\sqrt{2(M-1)}\right].
\end{equation}
Numerical quadrature yields $A=0.662$. The same integral, started at any $\varphi$ instead of $\epsilon$, gives the full profile. The coverage at $X$ is 0.451, so the half-coverage point is not the centre of the Gaussian.

As an example take the trimethylaluminium half-cycle of alumina deposition at 573 K, in a hole with $d=100$ nm and depth 10000 nm. The precursor pressure is $P=0.1$ Torr and the pulse lasts 0.1 s. Rough values for the surface are $s=0.01$ and $N_0=4\ \mathrm{nm^{-2}}$. With molecular mass $m$ (72.09 g/mol), kinetic theory gives $I_0=P/\sqrt{2\pi mk_BT}=1.73\times10^5\ \mathrm{nm^{-2}\,s^{-1}}$. Then
\begin{align}
\tau&=\frac{0.01\times1.73\times10^5\times0.1}{4}=43.2,\\
\ell&=\frac{100\ \mathrm{nm}}{\sqrt{0.03}}=577\ \mathrm{nm},\\
X&=577.4\ \mathrm{nm}\times\sqrt{2\times42.21}=5305\ \mathrm{nm}.
\end{align}
The pulse coats about half the depth. In the endless-hole profile, the coverage falls to 1\% at 2417 nm ahead of $X$ and to 0.01\% at 5080 nm. The vacancies reach the same levels 1551 nm and 2340 nm behind $X$. Two further decades thus cost 2663 nm on one side, close to $\ell\ln100$, but 789 nm on the other. The Gaussian sets in early: at one $\ell$ behind $X$ the vacancy is 0.241 against 0.223 from (\ref{gauss}), and at two it is 0.0502 against 0.0498. The exponential overestimates the coverage at one $\ell$ ahead, 0.244 against 0.209, and is within 1\% at four.

The closed bottom changes the far end. The bottom disk captures $s(1-\theta)I$ per unit area, and the axial current density is $-Dn'=-(4d/3)I'$. Equating the two and integrating over time as before gives $\ell\varphi'=-\varepsilon\theta$ at the bottom, with $\varepsilon=\sqrt{3s}/4=0.043$. Let $w$ be the distance from the bottom in units of $\ell$. While the coverage there is small, $\varphi$ is proportional to $\cosh w+\varepsilon\sinh w$. Matching its growing part, $\tfrac12(1+\varepsilon)e^w$, to the endless-hole profile shows that closure multiplies the bottom coverage by $2/(1+\varepsilon)=1.92$. Numerical integration of (\ref{ode}) for the example raises it from $1.95\times10^{-4}$ to $3.73\times10^{-4}$. In the opposite limit, once $\theta\simeq1$ everywhere, $\varphi=\varphi_b+\varepsilon w+w^2/2$, where $\varphi_b$ is the value at the bottom. For 1\% vacancies there, $\varphi_b=\ln100=4.6$; the mouth is at $w=17.3$, and $\tau\simeq4.6+0.75+150=155$. At the same pressure this takes about 0.36 s in the diffusion model.

That model fails far ahead of the front, because some molecules fly there directly. A long hop requires a small $\chi$, for which $z\simeq d\cos\psi/\chi$ in the original, unscaled sense of $z$. The probability of a forward hop longer than $a\gg d$ is
\begin{equation}
\frac1\pi\int_{-\pi/2}^{\pi/2}\!\cos\psi\,\frac{(d\cos\psi/a)^3}{3}\,d\psi=\frac{d^3}{8a^3},
\qquad K(a)\simeq\frac{3d^3}{8a^4}.
\end{equation}
An algebraic tail must eventually exceed any exponential. The time integration also works on the hop equation: multiplying (\ref{hop}) by $s/N_0$ and using $(1-\theta)\partial_t\varphi=\partial_t\theta$ gives
\begin{equation}
\varphi(x)=\int_0^\infty K(x-x')\,[\varphi-s\theta](x')\,dx'+\tau E(x).
\label{hopint}
\end{equation}

At a distance $y\gg\ell$ ahead of $X$, with $X\gg\ell$, direct flights from behind the front supply a source $S$. Nearby re-emission returns about $(1-s)\varphi$, since $\theta\simeq\varphi$ there and $\varphi$ varies slowly. Thus $\varphi\simeq(1-s)\varphi+S$, or $\varphi\simeq S/s$. For the source, let $q$ be the distance behind $X$. To leading order $\varphi=q^2/2\ell^2$ up to the mouth, and $\varphi=\tau\simeq X^2/2\ell^2$ on the imagined continuation beyond it. The two contributions are
\begin{align}
S&=\frac{3d^3}{16\ell^2}\left[\int_0^X\!\frac{q^2\,dq}{(y+q)^4}+\int_X^\infty\!\frac{X^2\,dq}{(y+q)^4}\right]\nonumber\\
&=\frac{3d^3}{16\ell^2}\left[\frac{X^3}{3y(y+X)^3}+\frac{X^2}{3(y+X)^3}\right]
=\frac{d^3X^2}{16\ell^2\,y\,(y+X)^2}.
\end{align}
Dividing by $s$ and using $d^2/\ell^2=3s$,
\begin{equation}
\theta\simeq\frac{3}{16}\,\frac dy\left(\frac{X}{X+y}\right)^2 .
\label{tail}
\end{equation}
At fixed $X$ this tail does not depend on $s$. For small $s$ the exponential is therefore an intermediate law, valid beyond the front but before the direct flights take over.

Equation (\ref{hopint}) was solved for the example by Newton iteration on a grid of spacing $d/2$, without a bottom; finer grids move the width and decay lengths below by about 1 nm and the covered length by about 10 nm. The covered length falls about 3\% below the diffusion value. The Gaussian width, taken from the curvature of $\varphi$ around $4\ell$ behind the front, is 569 nm. The exponential side suffers more: the mean decay length of $\varphi$ is 640 nm between one and three $\ell$ ahead, and 1013 nm between five and seven. With each profile measured from its own sharp-front plane, the coverage at $4\ell$ is 0.017 instead of 0.012, and at $8\ell$ it is $1.7\times10^{-3}$ instead of $2.2\times10^{-4}$. In the endless hole the diffusion value at $8\ell$ is thus too low by a factor of about eight. A closed bottom also intercepts the direct flights, so at small coverage the true value there lies far above the diffusion result given earlier. At $30\ell$ ahead of $X$ the solution gives $6.1\times10^{-5}$ and (\ref{tail}) gives $6.0\times10^{-5}$. Lowering $s$ to 0.0004 at fixed $\tau$ reduces the largest coverage difference between the two models, from the mouth to $5\ell$ ahead of $X$, by a factor of about four.

The diameter and depth resemble those of holes in vertical memory stacks, but the surface parameters are rough, and the sticking probability dominates the uncertainty of the front's width: $s=0.003$ gives $\ell=1054$ nm and $s=0.03$ gives 333 nm. Gas collisions matter little near the front. In nitrogen at 1 Torr, with a rough collision diameter of 0.5 nm, the mean free path is about 40000 nm, 400 times $d$. Direct flights that are not short against this path are noticeably thinned, however, so (\ref{tail}) then overestimates the far tail. The gas stored in the hole, $nd/4$ per unit wall area, is $10^{-5}$ of $N_0$, which supports the steady-state assumption. Film growth is a larger effect. An oxide density of roughly $3\ \mathrm{g/cm^3}$ and the assumed $N_0$ give 0.113 nm per cycle, so after 100 fully coating cycles the diameter is 77 nm and $\ell$ is 447 nm. Etched holes may also taper, which makes $\ell$ vary with depth. Desorption and blocking of sites by ligands are left out as well and would alter the kinetics on which $\varphi$ rests. Even without these effects, direct flights bias a reading of the exponential side. In the example, taking the decay length of $\varphi$, 640 nm, for $\ell$ would give $s=0.0081$ instead of 0.01, and taking 1013 nm would give about 0.003. Part of the first error exists without direct flights, since the diffusion profile already gives 587 nm over the same window. The coverage $\theta$ itself decays more slowly than $\varphi$ near the front: in the hop solution its decay length gives $s=0.0073$ between one and three $\ell$ ahead and 0.0057 within the first $\ell$. An exponential fit to the coverage is thus least biased around two to three $\ell$ ahead and is still about a quarter too low there, so the hop equation (\ref{hopint}) should replace the diffusion model where such errors matter.

Numbers in the example were calculated in double precision.
